# Matched Second-Order Corrections and Excitation Energies in Selected Configuration Interaction

**Problem.** In a finite determinant basis, a set P of determinants is selected and the Hamiltonian is diagonalized within it. The lowest two variational energies are \(E_0^v\) and \(E_1^v\); the exact energies in the full basis are \(E_0\) and \(E_1\). The selection contains a weight that shifts effort between the two states, and it is adjusted until both states have the same second-order correction. Does the variational excitation energy \(E_1^v-E_0^v\) then converge much faster than either total energy? Find the condition, and examine it for a correlated chain.

## A tempting solution

Let Q be the set of determinants outside P, and let \(c_k\) be the normalized variational vector of state \(k\). All quantities are real. With the couplings \(v_{k,a}=\langle a|H|c_k\rangle\), the magnitude of the Epstein–Nesbet second-order correction is

\[
p_k=\sum_{a\in Q}\frac{v_{k,a}^2}{H_{aa}-E_k^v},\qquad H_{aa}>E_k^v .
\]

The correction lowers the energy, so \(E_k\approx E_k^v-p_k\). Subtracting the two states gives

\[
E_1-E_0\approx (E_1^v-E_0^v)-(p_1-p_0).
\]

If \(p_1=p_0\), the last bracket vanishes. The argument then runs: the errors cancel through second order in the small couplings \(v\), what remains is of higher order, and so the excitation energy must converge faster than the total energies.

## Where it fails

The fault is in the words "of higher order". Higher orders of this perturbation series contain couplings between determinants of Q, and these need not shrink when \(v\) does.

Take two reference states at energies 0 and 1 eV. Each couples with strength \(v\) to two external determinants of its own, lying \(\Delta\) above it. The two external determinants of state \(k\) are coupled to each other by \(g_k\). Both states have

\[
p=\frac{v^2}{\Delta}+\frac{v^2}{\Delta}=\frac{2v^2}{\Delta},
\]

so the matching is perfect. For the exact energy, note that the reference couples only to the normalized sum of its two external determinants. That sum lies \(\Delta+g_k\) above the reference, and the coupling to it is \(\sqrt2\,v\). If the exact energy lies \(\delta_k\) below the reference, the two-by-two secular equation is

\[
\delta_k(\Delta+g_k+\delta_k)=2v^2,
\qquad
\delta_k\approx\frac{2v^2}{\Delta+g_k}\quad(v\to0).
\]

With \(g_0=0\) and \(g_1=-\Delta/2\), this gives \(\delta_0\approx p\) but \(\delta_1\approx2p\). The missing part of \(\delta_1\) is quadratic in \(v\), just as \(p\) is.

For \(\Delta=4\) eV and \(v=0.1\) eV, \(p=0.0050\) eV for both states, while \(\delta_0=0.00499\) eV and \(\delta_1=0.00995\) eV. The excitation energy is wrong by 0.99 of \(\delta_0\). At \(v=0.01\) eV the ratio is 1.00. Weaker coupling to Q does not help.

## The exact error of one state

Define the total-energy error \(\delta_k=E_k^v-E_k\), which is non-negative by the variational interlacing theorem. To find it, write the exact state as

\[
\Psi_k=c_k+y+z,
\]

where \(y\) lies in P′, the space of the other eigenvectors of \(H_{PP}\), and \(z\) lies in Q. This normalization requires \(\langle c_k|\Psi_k\rangle\neq0\). Let \(\Lambda'\) be the diagonal matrix of the other variational energies and \(B=H_{QP'}\). Since \(c_k\) is an eigenvector of \(H_{PP}\), it does not couple to P′. The three components of \(H\Psi_k=E_k\Psi_k\) are

\[
E_k^v+v_k^Tz=E_k,
\]
\[
(\Lambda'-E_k)y+B^Tz=0,
\]
\[
v_k+By+(H_{QQ}-E_k)z=0 .
\]

The second gives \(y=-(\Lambda'-E_k)^{-1}B^Tz\), provided no other variational energy equals \(E_k\). Inserting this in the third gives \(v_k+M_kz=0\), with

\[
M_k=H_{QQ}-E_k-B(\Lambda'-E_k)^{-1}B^T .
\]

Thus \(z=-M_k^{-1}v_k\), and the first equation becomes

\[
\delta_k=-v_k^Tz=v_k^TM_k^{-1}v_k .
\]

The inverse exists, and \(M_k\) is positive definite, if \(\langle c_k|\Psi_k\rangle\neq0\), \(E_0\) and \(E_1\) are non-degenerate, and \(E_0^v<E_1\). To see this, let R be the full space without \(c_k\).

- By interlacing, \(H_{RR}\) has at most \(k\) eigenvalues below \(E_k\).
- Block elimination is a congruence, so the number of negative eigenvalues of \(H_{RR}-E_k\) is the sum of those of \(\Lambda'-E_k\) and \(M_k\).
- \(\Lambda'-E_k\) already has \(k\) of them: none for \(k=0\), and the one from \(E_0^v\) for \(k=1\). None is left for \(M_k\).
- A zero eigenvalue of \(M_k\) would give a vector \(r\) in R with \((H-E_k)r=\alpha c_k\). Projection on \(\Psi_k\) gives \(0=\alpha\langle\Psi_k|c_k\rangle\), so \(\alpha=0\). Then \(r\) would be proportional to \(\Psi_k\), which contradicts \(r\perp c_k\).

Second-order theory replaces \(M_k\) by the diagonal matrix \(D_k\) with elements \(H_{aa}-E_k^v\). Let \(O\) be the off-diagonal part of \(H_{QQ}\). Since \(H_{aa}-E_k=(H_{aa}-E_k^v)+\delta_k\),

\[
M_k=D_k+O+\delta_k-B(\Lambda'-E_k)^{-1}B^T .
\]

The three omitted terms are the couplings within Q, the energy shift, and the relaxation of the state inside P. Their effect is measured by the response ratio \(s_k=\delta_k/p_k\). With \(x=D_k^{-1/2}v_k\) and \(A_k=D_k^{-1/2}M_kD_k^{-1/2}\),

\[
s_k=\frac{x^TA_k^{-1}x}{x^Tx}.
\]

This is a weighted mean of the inverse eigenvalues of \(A_k\), so it lies between their extremes. These bounds can be wide. For a six-site chain with 59 of 400 determinants selected, \(s_0=1.21\) lies between 0.49 and 1.80, and \(s_1=1.25\) between 0.46 and 3.11. The bounds alone therefore do not guarantee that the two ratios are close.

## The error of the excitation energy

The variational excitation energy differs from the exact one by \(\delta_1-\delta_0=s_1p_1-s_0p_0\). Consider

\[
\tfrac12(s_1+s_0)(p_1-p_0)+\tfrac12(s_1-s_0)(p_1+p_0).
\]

Multiplied out, the products \(s_1p_0\) and \(s_0p_1\) cancel between the two terms, while \(s_1p_1\) and \(-s_0p_0\) each appear twice with factor one half. Hence

\[
\delta_1-\delta_0=
\underbrace{\tfrac12(s_1+s_0)(p_1-p_0)}_{\text{mismatch}}
+\underbrace{\tfrac12(p_1+p_0)(s_1-s_0)}_{\text{response}} .
\]

Matching removes the first term. With \(p_1=p_0=p\) and \(\bar s=(s_0+s_1)/2\), the mean total error is \(\bar s p\), and

\[
\frac{\text{mean total error}}{|\text{excitation error}|}=\frac{\bar s}{|s_1-s_0|}.
\]

This is the corrected claim. The excitation energy is much more accurate than the total energies when the two states respond alike to the omitted terms. The ratios need not be close to one; they need to be close to each other. A faster asymptotic order would require \(|s_1-s_0|/\bar s\to0\), which matching does not supply. In the counterexample \(s_0\approx1\) and \(s_1\approx2\), and the gain is lost.

The identity also says how well to match. The mismatch term is smaller than the response term when \(|p_1-p_0|/\bar p<|s_1-s_0|/\bar s\), where \(\bar p\) is the mean of \(p_0\) and \(p_1\).

## A correlated chain

The model is a half-filled Pariser–Parr–Pople chain of eight sites,

\[
H=H_{\rm hop}+\varepsilon n_1+\tfrac12\sum_{ij}V_{ij}(n_i-1)(n_j-1),
\qquad V_{ij}=\frac{10\ \text{eV}}{\sqrt{1+(i-j)^2}} .
\]

The hopping amplitudes alternate between \(-2.8\) and \(-2.2\) eV, and \(\varepsilon=-2\) eV lowers one end site, which removes the reflection symmetry. In Hartree–Fock orbitals there are 4900 determinants with equal numbers of up and down spins. The lowest two states are a singlet and a triplet, with an exact model excitation energy of 2.5107 eV.

Let \(e_{k,a}\) be the magnitude of the contribution of determinant \(a\) to \(p_k\). External determinants are ranked by

\[
\max[(1-w)e_{0,a},\,w\,e_{1,a}],\qquad 0\le w\le1,
\]

and added up to a fixed size, together with their spin-exchanged partners. A larger \(w\) favours the triplet. Both \(p_k\) are then recomputed: if \(p_1>p_0\), \(w\) is raised, otherwise it is lowered, by bisection. The best of ten bisection trials is kept and becomes the start of the next, larger space. The first space holds the Hartree–Fock determinant and the two spin-exchanged single excitations from the highest occupied to the lowest empty orbital. Exact energies play no part in the selection. Because determinants are discrete, a small mismatch remains.

Errors relative to the exact model energies, in eV, are:

| \(N\) | \(\delta_0\) | \(\delta_1\) | \(\delta_1-\delta_0\) |
|---:|---:|---:|---:|
| 99 | 0.3451 | 0.3456 | +0.0005 |
| 200 | 0.1827 | 0.1815 | −0.0012 |
| 400 | 0.0828 | 0.0852 | +0.0024 |
| 800 | 0.0305 | 0.0312 | +0.0007 |
| 1600 | 0.0093 | 0.0092 | −0.0001 |

Along this growth sequence (target sizes 25, 50, 100 and so on, doubling) the excitation error never exceeds 0.0024 eV at the five sizes shown. Neither total energy reaches that accuracy even with 1600 determinants. In this sense the excitation energy converges much earlier. The bound belongs to this sequence and not to the method: grown through 20, 40, 80, 150 and 300, the same procedure gives errors of 0.043 eV at 79 determinants and 0.010 eV at 300, about a tenth of the total errors there. The table does not establish a faster rate: the total errors fall steadily, while the excitation error changes sign and is larger at 400 determinants than at 99. From 400 to 1600 determinants it does fall faster than the total errors, but three points with a change of sign do not fix a rate.

The very small error at \(N=99\) is partly accidental. There \(p_0=0.26495\) and \(p_1=0.25613\) eV, with \(s_0=1.3024\) and \(s_1=1.3492\). The two terms of the identity are

\[
\tfrac12(2.6516)(-0.00882)=-0.0117\ \text{eV},
\]
\[
\tfrac12(0.52108)(0.0468)=+0.0122\ \text{eV},
\]

and they nearly cancel. Perfect matching with these response ratios would give a gain of \(1.326/0.0468\approx28\), not the several hundred suggested by the first row. At \(N=200\) the two terms, \(-0.0033\) and \(+0.0021\) eV, also cancel in part. At \(N=400\) the mismatch is small, \(p_1-p_0=-0.0003\) eV, and the response term dominates. The gain expected from \(s_0=1.2422\) and \(s_1=1.2847\) is \(1.263/0.0425\approx30\), close to the observed 35.

The same cancellation explains why adding the second-order correction worsens the excitation energy at \(N=99\), from 2.5112 to 2.5201 eV. The correction removes \(p_1-p_0\) with weight one, whereas the mismatch term carries weight \(\bar s=1.33\), and the response term is untouched. From 400 determinants on, the corrected and uncorrected values differ by less than 0.001 eV.

## What the weight contributes, and why slopes are a weak check

If the same growth procedure selects for the ground state alone, the excitation error is +1.36 eV at 99 determinants and still +0.21 eV at 1599. With the fixed weight \(w=1/2\) it falls from +0.15 eV at 100 determinants to +0.003 eV at 1600. For this chain, treating both states already helps greatly, and adjusting the weight improves the result further at each of the five tabulated sizes.

In an application \(s_k\) is unknown. The slopes of the variational energies seem to offer a test of whether it is similar for the two states. Between two sizes, the change of \(E_k^v\) equals the change of \(\delta_k\), because \(E_k\) is fixed. From 200 to 400 determinants the slopes \(\Delta E_k^v/\Delta p_k\) are

\[
\frac{0.18272-0.08277}{0.13744-0.06663}=1.41,
\qquad
\frac{0.18149-0.08518}{0.13496-0.06630}=1.40 .
\]

A slope equals \(s_k\) only if \(s_k\) is constant, and here it is not: the ratios themselves lie between 1.24 and 1.35 at these sizes. The closeness of this pair is also partly accidental. The other intervals give slopes of 1.27 and 1.35 (99 to 200), 1.26 and 1.31 (400 to 800), and 1.22 and 1.28 (800 to 1600), which differ by 0.05 to 0.08. In the sequence grown through 20, 40, 80, 150 and 300, the slopes from 39 to 79 determinants are 1.35 and 1.32, yet the ratios at 79 are 1.24 and 1.37. From 79 to 150 the slopes are 1.03 and 1.34, yet both ratios at 150 are 1.39. A slope mixes the value of \(s_k\) with its change between the two sizes. Neither agreement nor disagreement of the slopes therefore settles whether the two states respond alike.

Determinant selection also disturbs the spin. Keeping spin-exchanged partners together separates even from odd total spin, but lets the singlet mix with quintets and higher even spins. At \(N=99\), \(\langle S^2\rangle=0.036\,\hbar^2\) for the singlet. Since a quintet has \(6\hbar^2\), the contaminating weight is at most \(0.036/6=0.6\%\). The triplet value is \(2.001\,\hbar^2\), against 2 for a pure state.

## Numbers as computed

```
Sites 8, determinants 4900
Hoppings 2.8, 2.2 eV; on-site repulsion 10.0 eV
End-site energy -2.0 eV
Hartree-Fock energy -20.76124 eV
Exact singlet, triplet: -21.56118, -19.05046 eV
Exact excitation energy 2.51072 eV
Matched: N, weight w, p0 (eV), p1 (eV), s0, s1
   99 0.6719 0.26495 0.25613 1.3024 1.3492
  200 0.6406 0.13744 0.13496 1.3294 1.3447
  400 0.7461 0.06663 0.06630 1.2422 1.2847
  800 0.7344 0.02508 0.02503 1.2171 1.2478
 1600 0.6074 0.00778 0.00779 1.1984 1.1810
Matched: N, delta0, delta1, gap error (eV), min(delta)/|gap error|
   99 0.34506 0.34558 +0.00052 664.5
  200 0.18272 0.18149 -0.00122 148.3
  400 0.08277 0.08518 +0.00240 34.5
  800 0.03052 0.03123 +0.00071 42.9
 1600 0.00933 0.00920 -0.00013 73.4
Matched: N, variational gap, PT2-corrected gap (eV)
   99 2.51124 2.52006
  200 2.50950 2.51197
  400 2.51312 2.51346
  800 2.51143 2.51148
 1600 2.51060 2.51059
Identity at first size: mismatch term, response term (eV)
-0.01169 +0.01221
Controls: N ground-only, gap error; N equal-weight, gap error (eV)
   99 +1.36256   100 +0.15345
  199 +1.23250   199 +0.09621
  399 +0.58793   400 +0.06391
  799 +0.48978   799 +0.01548
 1599 +0.20858  1600 +0.00317
<S^2> at first size (hbar^2): 0.0362, 2.0008
Six sites: 59 selected of 400 determinants
State, delta direct, delta formula (eV), s, lower, upper bound
0 0.142079 0.142079 1.2147 0.4927 1.8034
1 0.168176 0.168176 1.2541 0.4623 3.1136
Counterexample: diagonal gap 4.0 eV, inner coupling -2.0 eV
Coupling, common p, delta0, delta1 (eV), gap error/delta0
0.10 0.0050000 0.0049938 0.0099505 0.9926
0.01 0.0000500 0.0000500 0.0001000 0.9999
```
